Why Step Fluctuations Show About Half the Kinetic Activation Energy

**Question.** A step on a hot crystal surface wanders because atoms attach to it and detach from it. Its mean-square displacement over a fixed time is measured at several temperatures and drawn on an Arrhenius plot. Why is the energy read from the slope only about half the activation energy of the exchange process, and what does "about" hide?

**What is measured**

Let the step run along y, and let x(y,t) be its position across the terrace. The measured quantity is

G(t) = ⟨[x(y,t) − x(y,0)]²⟩,

averaged over an equilibrium step. It is an area. The root-mean-square displacement √G is a length, and its logarithm has half the slope of ln G. The "half" in the question therefore belongs to G; for √G the corresponding share is a quarter.

The step is taken to be isolated and nearly straight. "Attachment-limited" means that exchange at the step edge is the slow process, while adatoms spread quickly over the terraces. Each piece of step then exchanges atoms with a common reservoir, independently of the other pieces.

**The mechanism**

Two facts combine. The first concerns equilibrium. The energy of a step is a sum over short segments, so the slopes of different segments are independent. Along the step, x performs a random walk, and two points a distance ℓ apart have a mean-square difference

Wℓ, with W = kT/β̃,

where β̃ is the step stiffness, the energy cost of bending. The mobility does not appear.

The second fact concerns time. Line tension smooths a bump of width ℓ by exchanging atoms. The driving force comes from curvature, which brings two powers of 1/ℓ, so the time needed is proportional to ℓ²/Γ, where Γ is the edge mobility. During a time t the step therefore renews its shape over a length ξ proportional to (Γt)^½. Combining the two gives G ~ Wξ, which grows as the square root of Γ.

Counting exchange events leads to the same place. If a piece of length ξ moves as a unit, random exchange along it gives its mean position a variance of order Γt/ξ. Higher mobility brings more events, but also a larger ξ over which they are averaged. With ξ ∝ (Γt)^½, the ratio again grows as (Γt)^½. Line tension thus cancels part of the gain from faster exchange.

**From the mechanism to the formula**

For small slopes the step energy, apart from a constant, is

H = (β̃/2) ∫ (∂x/∂y)² dy.

Varying x and integrating by parts gives the force per unit length, −δH/δx = β̃ ∂²x/∂y². In attachment-limited kinetics the velocity follows the local force:

∂x/∂t = (Γ/kT) β̃ ∂²x/∂y² + η = D ∂²x/∂y² + η, D = Γβ̃/kT = Γ/W.

Here Γ has the unit nm³/s and D the unit nm²/s. The noise η comes from independent exchange events, so it is uncorrelated in space and time:

⟨η(y,t) η(y′,t′)⟩ = 2B δ(y − y′) δ(t − t′).

Equilibrium fixes B. On a periodic length L write x = Σ x_q exp(iqy). The energy becomes (β̃L/2) Σ q²|x_q|². The modes q and −q together contribute β̃Lq²|x_q|², which contains two independent squares, the real and imaginary parts of x_q. Each carries kT/2, so

⟨|x_q|²⟩ = kT/(Lβ̃q²) = W/(Lq²).

The equation of motion is dx_q/dt = −Dq²x_q + η_q, where η_q has strength 2B/L. In the steady state, noise feeds ⟨|x_q|²⟩ at the rate 2B/L and relaxation removes it at the rate 2Dq²⟨|x_q|²⟩. Hence ⟨|x_q|²⟩ = B/(LDq²). Comparison with the equilibrium value gives B = DW = Γ.

The correlation of a mode with its own past decays as exp(−Dq²t). Each mode therefore adds 2⟨|x_q|²⟩[1 − exp(−Dq²t)] to G. For a long step, (1/L)Σ becomes ∫dq/(2π), and since the integrand is even,

G(t) = (2W/π) ∫₀^∞ [1 − exp(−Dq²t)]/q² dq.

Set s = qξ with ξ = (Dt)^½. Then dq/q² = ξ ds/s², and integration by parts gives

∫₀^∞ [1 − exp(−s²)]/s² ds = 2∫₀^∞ exp(−s²) ds = √π.

The boundary term −[1 − exp(−s²)]/s vanishes at both ends. Therefore

G(t) = (2/√π) Wξ = 2(ΓWt/π)^½ = 2[ΓkTt/(πβ̃)]^½.

This is the product Wξ of the mechanism, with its numerical factor. The length ξ is a smooth boundary, not a sharp one. Restricting the integral to s > 1 gives 1 − 1/e + 2∫₁^∞ exp(−s²) ds, which is 51% of √π. Modes with qξ > 1 supply that share, and slower, partly relaxed modes supply the rest.

**From the formula to the apparent energy**

Let Γ = Γ₀ exp(−E/kT) with constant Γ₀. The Arrhenius energy of G at fixed time is E_app = −d ln G/d(1/kT). Since ln G = ½ ln Γ + ½ ln W + ½ ln t + constant,

E_app = ½(E + E_th), E_th = −d ln W/d(1/kT).

The kinetic share is E/2. The other share is thermodynamic. It describes how W = kT/β̃ changes with temperature: a hotter step has more thermal energy to bend it and, in the model below, also a lower stiffness, so a piece of given length wanders further.

A lattice model supplies E_th. Let sites lie a distance a apart along the step, and let neighbouring positions differ by ua, with u an integer and energy ε|u|. The differences are independent, so n sites give a mean-square difference na²⟨u²⟩. Equating this to Wna gives W = a⟨u²⟩. With z = exp(−ε/kT), the sums are

Σ z^|u| = (1 + z)/(1 − z), Σ u² z^|u| = 2z(1 + z)/(1 − z)³.

Their ratio is ⟨u²⟩ = 2z/(1 − z)². Because (1 − z)²/z = 4 sinh²(ε/2kT),

W = a/[2 sinh²(ε/2kT)], E_th = ε coth(ε/2kT).

For kT much smaller than ε, E_th tends to ε. For kT much larger than ε, it tends to 2kT. In this model it is positive, so E_app lies above E/2.

**An atomic rule with the same behaviour**

The smooth equation can be traced to single exchange events. Let u_i be the height difference between sites i+1 and i, in units of a. Let w(u) = exp(−ε|u|/kT) and f(u) = w(u − 1)/w(u). Site i advances by a at the rate ν[f(u_i) + f(−u_{i−1})] and retreats by a at the rate ν[f(−u_i) + f(u_{i−1})].

An advance changes u_i to u_i − 1 and u_{i−1} to u_{i−1} + 1. Write P = f(u_i) and Q = f(−u_{i−1}). Because f(1 − u) = 1/f(u), the reverse move has the rate ν(1/P + 1/Q). The ratio of forward to reverse rate is PQ, which is the ratio of the equilibrium weights after and before the move. Detailed balance therefore holds.

The average of f is Σw(u − 1)/Σw(u) = 1, so a site makes 4ν moves per unit time on average. At short times its mean-square displacement is 4νa²t. The noise η averaged over a length a gives 2Γt/a. Hence Γ = 2νa³.

The drift agrees with this. With g(u) = f(u) − f(−u), the mean velocity of site i is aν⟨g(u_i) − g(u_{i−1})⟩. A small tilt multiplies the weights by exp(θu). It gives ⟨f(u)⟩ = exp(θ), ⟨f(−u)⟩ = exp(−θ) and ⟨u⟩ ≈ θ⟨u²⟩, so ⟨g⟩ ≈ 2⟨u⟩/⟨u²⟩. The velocity becomes (2νa²/⟨u²⟩) ∂²x/∂y². Its coefficient equals Γ/W, as the smooth equation requires.

**A worked number**

Take round model parameters: a = 0.384 nm, ε = 0.15 eV, E = 1.7 eV, Γ₀ = a³ × 10¹³ s⁻¹, T = 1200 K and t = 0.1 s. Then kT = 0.1034 eV, and

⟨u²⟩ = 1/[2 sinh²(0.15/0.2068)] = 0.80
W = 0.384 × 0.80 = 0.307 nm
β̃ = 0.1034/0.307 = 0.337 eV/nm
Γ = 0.384³ × 10¹³ × exp(−1.7/0.1034) = 4.1 × 10⁴ nm³/s
D = Γ/W = 1.34 × 10⁵ nm²/s
ξ = (1.34 × 10⁵ × 0.1)^½ = 116 nm.

The mean-square displacement is

G = (2/√π) × 0.307 × 116 = 40 nm²,

and the root-mean-square displacement is 6.3 nm. At fixed stiffness, temperature and time, a fourfold mobility would double G to 80 nm².

For the slope, E_th = 0.15 coth(0.725) = 0.242 eV, so

E_app = ½(1.7 + 0.242) = 0.97 eV.

This is 57% of E, whereas E/2 is 0.85 eV. The slope of ln √G corresponds to 0.49 eV.

The correction matters when E is to be recovered. I computed G at 0.1 s for seven equally spaced temperatures from 1150 to 1300 K and fitted a straight line to ln G against 1/kT. The slope gives 0.9725 eV. Doubling it gives 1.945 eV, about 14% above the E that was put in. The size of this excess depends on how the stiffness changes with temperature; a constant stiffness would give E_th = kT and an excess of about 6%. Subtracting the mean E_th of the window, 0.246 eV, returns 1.70 eV. An experiment needs the temperature dependence of W for this subtraction. The equilibrium wandering along the step, whose mean square is Wℓ, can supply it when measured at several temperatures; an error of 5% in the ratio of W across this window shifts E_th by about 0.04 eV.

The atomic rule was also simulated by random exchange events on 2000 rings of 128 sites, followed for 45 μs. The initial slopes were drawn independently from their equilibrium distribution, so each ring keeps a small random mean tilt. At 1150 K this gave G = 0.558 ± 0.004 nm², against 0.566 nm² from the formula. At 1300 K it gave 1.745 ± 0.017 nm², against 1.755 nm². The formula is the continuum limit; at 1150 K the run lasts only about 22 a²/D, and the mode sum for a discrete ring of 128 sites with quadratic energy gives 0.564 nm², which accounts for part of the gap. The uncertainties are standard errors across the rings. All rings shared one random sequence of sites, and the scatter due to that sequence is not included. The two simulated values give an apparent energy of 0.979 ± 0.010 eV, and the formula gives 0.973 eV. The activated rate ν was an input, so the simulation shows how E is converted into an apparent energy; it does not predict E. This rule is built so that Γ/ν does not depend on temperature. Other rules that obey detailed balance with the same step energy need not share this property. With Metropolis rates Γ/ν rises with temperature, which adds about 0.1 eV to the activation energy of Γ in this window. The E of the formula is the activation energy of Γ, which need not equal that of the elementary rate.

**When the half appears and when it does not**

The half belongs to a window of times. At times far below a²/D, here 1.1 μs, neighbouring sites have not yet responded to one another. Then G = 2Γt/a, which is linear in Γ, and the whole of E appears.

At long times a finite step saturates. Suppose it is pinned at two points a distance L apart. A random walk tied at both ends has the midpoint variance W(L/2)(L/2)/L = WL/4. Positions at widely separated times are independent, so G tends to twice this, WL/2. The mobility has dropped out, and the slope gives E_th. The slowest mode has q = π/L and relaxes in L²/(π²D). For L = 2000 nm this is 3.0 s, and the saturated value is 0.307 × 2000/2 = 307 nm².

All three regimes follow from one sum over the modes of a pinned chain with N free sites and the quadratic energy of stiffness β̃. For the energy ε|u| the variances below hold when N is large. Mode k has stiffness factor λ_k = 4 sin²[kπ/(2N + 2)], variance Wa/λ_k and decay rate Dλ_k/a². Its squared amplitude at the midpoint is 2/(N + 1) for odd k and zero for even k. Thus

G = [4Wa/(N + 1)] Σ_(k odd) [1 − exp(−Dλ_k t/a²)]/λ_k.

Evaluating this for N = 5207 and differentiating numerically at 1200 K gives these apparent energies:

t = 10⁻¹⁰ s: 1.70 eV
t = 0.1 s: 0.97 eV
t = 100 s: 0.24 eV.

The same step, with the same E, shows three different slopes. Within this model the power of t in G distinguishes the three regimes: one, one half and zero respectively. In the crossovers between them the power changes continuously, so a single intermediate value does not identify a transport law.

**Other transport paths**

The half also depends on the relaxation law. If a mode decays at the rate D_n|q|ⁿ, with D_n = Γ_n/W and n > 1, the scaled integral is

∫₀^∞ [1 − exp(−sⁿ)]/s² ds = n∫₀^∞ s^(n−2) exp(−sⁿ) ds = ∫₀^∞ v^(−1/n) exp(−v) dv,

where v = sⁿ. This is a constant, Euler's gamma function at 1 − 1/n. The equilibrated length is (D_n t)^(1/n), so

G ∝ W(D_n t)^(1/n) = W^(1−1/n) (Γ_n t)^(1/n)
E_app = E_n/n + (1 − 1/n)E_th,

with E_n the activation energy of Γ_n. Mobility and time enter as a product and share one exponent. Attachment-limited exchange has n = 2. Slow diffusion over the terraces of an isolated step has n = 3, and diffusion along the edge has n = 4, with kinetic shares of a third and a quarter.

**Beside a real surface**

The model stiffness is comparable to values reported for single-layer steps on Si(111) near 1200 K, a few tenths of an eV/nm. The parameters are not a fit to silicon, and I am less sure how close the chosen mobility is. The square-lattice step also ignores the threefold symmetry of that surface.

The assumption most open to doubt is fast terrace diffusion. For an isolated step modulated with wavenumber q, the excess adatom density decays away from the step as exp(−q|x|). Let the step demand an excess c₁ while the density beside it is c₀. Attachment with rate constant K must match diffusion with diffusivity D_s, so K(c₁ − c₀) = D_s q c₀. The driving difference is then c₁/(1 + K/(D_s q)), and the mobility is reduced by the same factor.

To express K through Γ, let the equilibrium adatom density be c and the excess chemical potential of the step μ. Then c₁ = cμ/kT. Exchange on two sides, with area a² per atom, gives the speed 2a²Kcμ/kT. The force per unit length has magnitude μ/a², so Γ = 2a⁴Kc. In this picture E combines the temperature dependence of K with that of the adatom density c. With coverage φ = ca², the effective mobility is

Γ/(1 + q_c/q), q_c = K/D_s = Γ/(2a²D_sφ).

Inserting this in the integral for G and solving numerically, a 5% loss relative to the attachment-limited G at 0.1 s occurs at D_sφ = 6.2 × 10⁸ nm²/s. For an assumed coverage of 0.1 this means D_s = 6.2 × 10⁻⁵ cm²/s. This is fast diffusion: with D_s = a² × 10¹³ s⁻¹ × exp(−E_d/kT) it needs a hop barrier E_d of at most about 0.57 eV. Slower adatoms cause a larger loss. At the same Γ and coverage, E_d = 0.8 eV gives a loss of 21%, and E_d = 1.0 eV gives a loss of 45% with the power of t reduced to 0.38. The worked parameters are therefore attachment-limited only if adatoms are very mobile, and this has to be established for a real surface before the half is used. If terrace diffusion took over completely with the same activation energy of 1.7 eV, the apparent energy of an isolated step would fall from 0.97 to 1.7/3 + 2 × 0.242/3 = 0.73 eV.

These figures need neighbouring steps to be far away compared with the equilibrated length. On a terrace of width ℓ between two steps, the q in q_c/q is replaced by q tanh(qℓ/2) when the two steps move in phase and by q coth(qℓ/2) when they move in antiphase. For a regular train of steps with ℓ = 100 nm, comparable to ξ, the loss at the same D_sφ is 17% for in-phase motion and 0.5% for antiphase motion; averaged over all phase differences between neighbours it is about 9% rather than 5%. For qℓ much smaller than one, the antiphase mobility Γ/(1 + q_cℓ/2) no longer depends on q. Diffusion from step to step then again gives n = 2, so a power of one half does not by itself prove attachment-limited kinetics.

The other effects estimated here are small for these numbers; elastic repulsion between steps is left out. Steps that cannot cross behave like free fermions of mass β̃, with kT in place of ħ. At spacing ℓ their free energy of confinement, per step and unit length, is A/ℓ², with A = π²(kT)²/(6β̃). Treating this as a pair repulsion from two fixed neighbours gives a restoring constant 12A/ℓ⁴ and a relaxation rate 2π²ΓW/ℓ⁴. For ℓ = 100 nm the corresponding time is about 400 s, far above 0.1 s. Sublimation with a rough barrier of 4 eV and the prefactor 10¹³ s⁻¹ moves the step by 10¹³ exp(−4/0.1034) × 100 × 0.1 = 0.0016 nm, against a wandering of 6.3 nm. The root-mean-square slope over a length ξ is (W/ξ)^½ = (0.307/115.6)^½ = 0.052, which supports the small-slope energy on that scale. Between neighbouring sites the slope is 0.80^½ = 0.89, so there the lattice energy is needed.
